# Electronic free energy of vacancy formation from the Sommerfeld expansion

## Problem

Forming a vacancy in a metal raises the electronic density of states at the Fermi level by 2 states/eV, both spins counted. By how much does the electronic contribution to the vacancy formation free energy change between 0 K and 1500 K? What does this do to the equilibrium vacancy concentration?

The phrase "raises the density of states" needs a definition. The atom removed from the vacancy site does not disappear; it joins bulk metal elsewhere. For a bulk supercell of $N$ atoms and a vacancy cell of $N-1$ atoms, the formation free energy is therefore

$$
F_f=F_{\rm vac}(N-1)-\frac{N-1}{N}F_{\rm bulk}(N).
$$

The density of states must be compared with the same weights:

$$
\Delta D=D_{\rm vac}(N-1)-\frac{N-1}{N}D_{\rm bulk}(N).
$$

The given 2 states/eV is taken to be this $\Delta D$, each density being read at the Fermi level of its own cell. The nuclei are held fixed, the one-electron levels do not change with temperature, and each cell keeps its number of electrons. What is sought is the thermal electronic term, to be added to the formation energy at 0 K.

## First estimate by scaling

Write $t=k_BT$. At 1500 K, $t=0.1293$ eV. Heating disturbs electrons in a window of width about $t$ around the Fermi level. The vacancy adds about $\Delta D\,t$ electrons to that window, and each gains an energy of about $t$. The extra thermal energy is then

$$
\Delta U\sim\Delta D\,t^2 .
$$

The sign of the free energy follows from thermodynamics. Since $\Delta U\propto T^2$, the extra heat capacity is $2\Delta U/T$, which is proportional to $T$. Dividing it by $T$ and integrating from 0 K gives $\Delta S=2\Delta U/T$. Hence

$$
\Delta F=\Delta U-T\Delta S=-\Delta U\sim-\Delta D\,t^2 .
$$

With $t^2=0.016708\ \mathrm{eV^2}$, the estimate is $-2\times0.016708=-0.033$ eV. The numerical prefactor remains to be found.

## Exact solution for a constant density of states, and its first correction

**Grand potential.** For independent electrons with density of states $D(E)$,

$$
\Omega=-t\int D(E)\ln\!\left[1+e^{(\mu-E)/t}\right]dE .
$$

Let $n(E)$ be the number of states below $E$, so that $n'=D$, and let $M(E)$ be the integral of $n$ from the band bottom, so that $M'=n$. The derivative of the logarithm with respect to $E$ is $-f/t$, where $f=1/[e^{(E-\mu)/t}+1]$. A first integration by parts gives

$$
\Omega=-\int n(E)f(E)\,dE,
$$

and a second gives

$$
\Omega=-\int M(E)\left(-\frac{\partial f}{\partial E}\right)dE .
$$

The boundary terms vanish because $n$ and $M$ are zero at the band bottom, while the logarithm and $f$ decay exponentially at high energy.

The function $-\partial f/\partial E$ is a peak of unit area, even about $\mu$ and a few $t$ wide. Expand $M$ about $\mu$; odd powers integrate to zero. With $x=(E-\mu)/t$, the second moment needs

$$
\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx
=2\sum_{m=1}^{\infty}(-1)^{m+1}m\int_0^\infty x^2e^{-mx}dx
=4\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}.
$$

The same series with $x^4$ gives $48\sum(-1)^{m+1}/m^4=7\pi^4/15$. Since $M''=D$ and $M''''=D''$, the Taylor factors $1/2$ and $1/24$ lead to

$$
\Omega=-M(\mu)-\frac{\pi^2}{6}D(\mu)t^2-\frac{7\pi^4}{360}D''(\mu)t^4+\dots
$$

**Fixed electron number.** The free energy is $F=\Omega+\mu N_e$, with $N_e=n(E_F)$. Put $\mu=E_F+\delta$. From here on, $D$, $D'$ and $D''$ are taken at $E_F$. To second order in $\delta$,

$$
-M(E_F+\delta)=-M(E_F)-N_e\delta-\tfrac12D\delta^2 .
$$

The term $-N_e\delta$ cancels against the $+N_e\delta$ in $\mu N_e$. With $E_0=-M(E_F)+E_FN_e$, the energy at 0 K,

$$
F=E_0-\tfrac12D\delta^2-\frac{\pi^2}{6}t^2(D+D'\delta)-\frac{7\pi^4}{360}D''t^4+\dots
$$

The condition $N_e=-\partial\Omega/\partial\mu$ makes $\Omega+\mu N_e$ stationary in $\delta$:

$$
-D\delta-\frac{\pi^2}{6}t^2D'=0,\qquad
\delta=-\frac{\pi^2}{6}\frac{D'}{D}t^2 .
$$

This also means $-(\pi^2/6)t^2D'\delta=D\delta^2$, so the two terms containing $\delta$ add to $+\tfrac12D\delta^2$. Inserting $\delta$,

$$
F=E_0-\frac{\pi^2}{6}Dt^2+\pi^4t^4\left[\frac{D'^2}{72D}-\frac{7D''}{360}\right]+\dots
$$

The shift of the chemical potential thus enters the free energy at fourth order in $t$.

**Formation.** Subtracting the bulk cell with weight $(N-1)/N$ gives, to leading order,

$$
\boxed{\Delta F=-\frac{\pi^2}{6}\,\Delta D\,(k_BT)^2}
$$

For the numbers of the problem,

$$
\Delta F=-1.64493\times2\times0.016708\ \mathrm{eV}=-0.055\ \mathrm{eV}.
$$

The entropy and energy follow by differentiation:

$$
\Delta S=-\frac{\partial\Delta F}{\partial T}=\frac{\pi^2}{3}\Delta D\,k_B^2T=0.85\,k_B,
$$

$$
\Delta U=\Delta F+T\Delta S=+\frac{\pi^2}{6}\Delta D\,t^2=+0.055\ \mathrm{eV}.
$$

The electronic energy cost of the vacancy rises, but $-T\Delta S=-0.110$ eV outweighs it.

**Concentration.** The dilute equilibrium concentration is proportional to $e^{-F_f/t}$. The electronic term multiplies it by

$$
e^{-\Delta F/t}=e^{0.05497/0.12926}=1.53 .
$$

The local slope of an Arrhenius plot measures $\partial(F_f/T)/\partial(1/T)$, which is the formation energy at that temperature. It therefore rises by 0.055 eV even though there are more vacancies; the larger entropy raises the prefactor by more than the larger energy lowers the exponential.

## Comparison of the estimate with the solution

The scaling argument gives the correct sign, the proportionality to $\Delta D$ and the $T^2$ law. Its value of $-0.033$ eV is 39% too small in magnitude, relative to the leading-order result. The missing factor $\pi^2/6$ can be traced for a constant density of states. The number of electrons excited above $E_F$ is

$$
\Delta D\,t\int_0^\infty\frac{dx}{e^x+1}=\Delta D\,t\ln2,
$$

and their energy is

$$
\Delta D\,t^2\int_0^\infty\frac{x\,dx}{e^x+1}=\frac{\pi^2}{12}\Delta D\,t^2 .
$$

The holes below $E_F$ contribute the same energy, which doubles the total to $(\pi^2/6)\Delta D\,t^2$. In units of $\Delta D\,t$, the estimate took 1 excited electron instead of $\ln2=0.69$. It gave each an energy $t$ instead of $(\pi^2/12)\,t/\ln2=1.19\,t$, and it left out the holes.

## When the density of states has structure

The leading term is reliable when $D(E)$ varies little over several $t$. A model shows how the error grows. Let the bulk density per atom, in states/eV with $E$ in eV and $E_F=0$, be

$$
g(E)=1.2-0.8\exp\!\left[-\frac{(E-0.3)^2}{2(1.5)^2}\right],\qquad -6<E<6 .
$$

A vacancy cell made from a 54-atom cell has density $53g(E)+h(E)$, with

$$
h(E)=2\left(1-\frac{E^2}{w^2}\right)e^{-E^2/2w^2}.
$$

Since $h$ is the derivative of $2Ee^{-E^2/2w^2}$, its integral over each side of $E=0$ vanishes, apart from negligible tails at the band edges. The feature thus conserves states and leaves the Fermi level in place, while $\Delta D=h(0)=2$ states/eV.

Expanding $h$ gives $h''(0)=-6/w^2$. Neglecting the small slope terms, the fourth-order correction is $(7\pi^4/60)t^4/w^2$. Its size relative to the leading term is

$$
\frac{7\pi^2}{20}\left(\frac{t}{w}\right)^2 .
$$

This is 6% for $w=1$ eV. Solving for $\mu$ and integrating the energy and entropy at 1500 K, without the expansion, gives:

| Width $w$ (eV) | $\Delta F$ (eV) |
|---|---|
| 1 | −0.052 |
| 0.5 | −0.045 |
| 0.25 | −0.031 |

The height at $E_F$ is the same in all three rows. For $w=0.25$ eV the magnitude is 43% below the leading-order value, and the correction formula gives a ratio of 0.92, so the expansion is no longer useful. The cause is that $h$ falls well below its central height within the thermal window. Measured against a constant 2 states/eV, half of the loss arises inside $|E|<w$ and half outside. In the outer region, four tenths of the total loss come from the absence of those 2 states/eV and about one tenth from the negative values of $h$. In such a case the full integral over $D(E)$ should replace the single number $\Delta D$.

The energy is more sensitive than the free energy. A term $F_4\propto T^4$ contributes $F_4-T\,\partial F_4/\partial T=-3F_4$ to $\Delta U$. For $w=1$ eV, $\Delta U$ falls from 0.055 to 0.047 eV, a 15% change, while $\Delta F$ changes by 5%.

At 300 K, the full integration for $w=1$ eV gives $-2.194$ meV and the leading term $-2.199$ meV. The difference is 0.2%, as expected for a relative error that scales as $T^2$.

## Two conditions on the input

**Atom number.** Suppose that 2 states/eV is instead the raw difference $D_{\rm vac}(N-1)-D_{\rm bulk}(N)$. The definition of $\Delta D$ then requires the bulk density per atom to be added:

$$
\Delta D=2+\frac{D_{\rm bulk}(N)}{N}.
$$

With the model's 0.416 states/eV per atom, $\Delta D=2.416$ states/eV, and the leading-order formula gives $\Delta F=-0.066$ eV. This correction does not shrink as the supercell grows.

**Fermi level.** If the vacancy feature adds $Q$ states below the old Fermi level at fixed electron number, the level moves by about $-Q/D$. The density read there changes by about $-QD'/D$. Both $D$ and $D'$ grow in proportion to cell size, so this change also survives in a large cell.

Replacing $h$ by $2e^{-E^2/2}$, which is not electron-neutral, moves the model's Fermi level by $-0.103$ eV. The excess is 2.65 states/eV with each cell at its own level, but 2.00 at the common level. At 300 K, the full integration gives $-2.91$ meV. The formula gives $-2.92$ meV with the first value and $-2.20$ meV with the second, which supports the use of separate Fermi levels.

## Relation to a real metal

The model's bulk parameters are rough values in the regime of tungsten, a bcc metal whose Fermi level lies in a minimum of the density of states. The 2 states/eV is the problem's input, not a computed property of tungsten, and the widths $w$ are chosen. The assumption of fixed nuclei fails in a real crystal at 1500 K. As a measure of what it omits, let one vibrational mode on each of the eight nearest neighbours, with quantum 25 meV, soften by 10%. Each mode has free energy $t\ln[2\sinh(\hbar\omega/2t)]$, and the eight changes add to $-0.109$ eV at 1500 K. Of this, $8\times(-1.25\ \mathrm{meV})=-0.010$ eV is the zero-point change, already present at 0 K; the change between 0 K and 1500 K is $-0.099$ eV, 1.8 times the electronic term. The softening is an assumed value, so this shows a possible size, not a prediction. Thermal motion and expansion also alter the density of states itself; each increase of 1 state/eV in $\Delta D$ changes $\Delta F$ by $-0.027$ eV. The electronic value of $-0.055$ eV is therefore one part of a high-temperature formation free energy, to be combined with a vibrational calculation before it is used to predict a vacancy concentration. The numerical output below lists the values used here.

## Numbers as computed

```
INPUTS AND MAIN RESULT
temperature: 1500 K
excess density of states: 2.0 states/eV
thermal energy kB*T: 0.12926 eV
(kB*T)^2: 0.016708 eV^2
pi^2/6: 1.64493
free-energy change: -0.05497 eV = -55.0 meV
entropy change: 7.329e-05 eV/K = 0.850 kB
energy change: +0.05497 eV
-T*entropy change: -0.10994 eV
vacancy concentration factor: 1.530
sensitivity: -0.02748 eV per state/eV
MODEL CELL
atoms in bulk cell: 54
electrons per atom in model band: 5.93
bulk density at Fermi level: 0.4158 states/eV/atom
bulk cell density: 22.455 states/eV
vacancy cell density: 24.040 states/eV
raw cell difference: 1.584 states/eV
bulk chemical-potential shift at 1500 K: 0.00660 eV
fourth-order correction, width 1 eV: +0.00313 eV
second plus fourth order: -0.05184 eV
full integration, width 1 eV: -0.05208 eV
full energy change, width 1 eV: +0.04674 eV
Arrhenius enthalpy from slope: +0.04674 eV
shift on doubling energy mesh: 1.1e-16 eV
300 K full integration: -2.1937 meV
300 K leading term: -2.1987 meV
IF 2 STATES/eV IS THE RAW CELL DIFFERENCE
corrected excess: 2.4158 states/eV
free-energy change: -0.06640 eV
FERMI-LEVEL TEST WITH A NON-NEUTRAL FEATURE
Fermi-level shift: -0.1029 eV
excess at own Fermi levels: 2.652 states/eV
excess at common level: 2.000 states/eV
300 K full integration: -2.9131 meV
300 K own-level formula: -2.9158 meV
300 K common-level formula: -2.1987 meV
NEGLECTED EFFECTS AT 1500 K
full integration, width 0.5 eV: -0.04538 eV
full integration, width 0.25 eV: -0.03141 eV
softened modes: 8, each 25 meV, by 10 %
vibrational free-energy change: -0.10926 eV
vibrational/electronic ratio: 1.99
```
